# The Funk-Hecke Theorem and Smoothing on the Sphere: a program that tests the result

```python
"""Funk-Hecke theorem on the unit sphere, and spherical smoothing.

Result under test: for f integrable on [-1, 1],
    integral f(n.n') Y_lm(n') dOmega' = lambda_l Y_lm(n),
    lambda_l = 2 pi * integral_{-1}^{1} f(t) P_l(t) dt.
n, n' : unit vectors;  t = n.n' ;  P_l : Legendre polynomial, P_l(1) = 1
Y_lm  : orthonormal spherical harmonic with Condon-Shortley phase
Smoothing kernels (both have lambda_0 = 1):
    cap         : constant for t > a = cos(alpha), zero elsewhere
    exponential : kappa exp(kappa t) / (4 pi sinh kappa)
"""
import numpy as np
from math import factorial, pi, sqrt, log
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import eval_legendre, lpmv


def harmonic(l, m, v):
    """Y_lm at unit vectors v (last axis x, y, z)."""
    z = np.clip(v[..., 2], -1.0, 1.0)
    phi = np.arctan2(v[..., 1], v[..., 0])
    k = abs(m)
    norm = sqrt((2*l + 1)/(4*pi)*factorial(l - k)/factorial(l + k))
    y = norm*lpmv(k, l, z)*np.exp(1j*k*phi)
    return y if m >= 0 else (-1)**k*np.conj(y)


def circle_points(n, t, count=40):
    """Points with n.n' = t, equally spaced on each circle about n."""
    helper = np.eye(3)[np.argmin(np.abs(n))]
    e1 = np.cross(n, helper)
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(n, e1)
    phi = 2*pi*np.arange(count)/count
    ring = np.cos(phi)[:, None]*e1 + np.sin(phi)[:, None]*e2
    t = np.asarray(t, dtype=float)
    return t[:, None, None]*n + np.sqrt(1 - t**2)[:, None, None]*ring


def gauss(lower, upper, count):
    x, w = np.polynomial.legendre.leggauss(count)
    half = 0.5*(upper - lower)
    return lower + half*(x + 1), half*w


def sphere_grid(n_z, n_phi):
    """Product quadrature on the sphere in fixed laboratory axes."""
    z, w = gauss(-1, 1, n_z)
    phi = 2*pi*np.arange(n_phi)/n_phi
    zz, pp = np.meshgrid(z, phi, indexing="ij")
    s = np.sqrt(1 - zz**2)
    v = np.stack([s*np.cos(pp), s*np.sin(pp), zz], axis=-1).reshape(-1, 3)
    return v, np.repeat(w*2*pi/n_phi, n_phi)


def direct_smooth(field, n, kernel, lower, count=60):
    """Two-dimensional integral of kernel(n.n') field(n')."""
    t, w = gauss(lower, 1, count)
    values = field(circle_points(n, t))
    weights = (w*kernel(t))[:, None]*2*pi/values.shape[1]
    return np.sum(weights*values)


def eigenvalue(kernel, l, lower=-1.0, count=100):
    """lambda_l from its defining one-dimensional integral."""
    t, w = gauss(lower, 1, count)
    return 2*pi*np.sum(w*kernel(t)*eval_legendre(l, t))


# Example parameters
alpha_deg = 30.0
a = np.cos(np.radians(alpha_deg))
mean_gap = (1 - a)/2
kappa = brentq(lambda k: 1 - 1/np.tanh(k) + 1/k - mean_gap, 1, 100,
               xtol=1e-13)
L_MAX = 12


def cap_kernel(t):
    return np.full_like(t, 1/(2*pi*(1 - a)))


def exp_kernel(t):
    return kappa*np.exp(kappa*(t - 1))/(2*pi*(1 - np.exp(-2*kappa)))


rng = np.random.default_rng(4)
directions = rng.normal(size=(4, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]

# Mean of a harmonic over a circle about n equals P_l(t) Y(n)
t_test = np.array([-0.9, -0.35, 0.2, 0.77])
circle_error = 0.0
for n in directions:
    pts = circle_points(n, t_test)
    for l in range(10):
        for m in range(-l, l + 1):
            mean = harmonic(l, m, pts).mean(axis=1)
            expected = eval_legendre(l, t_test)*harmonic(l, m, n)
            circle_error = max(circle_error, np.abs(mean - expected).max())
assert circle_error < 1e-11

# Eigenvalues: definition against closed forms and recurrence
lam_cap = np.array([eigenvalue(cap_kernel, l, a) for l in range(L_MAX + 1)])
lam_exp = np.array([eigenvalue(exp_kernel, l) for l in range(L_MAX + 1)])
assert abs(lam_cap[0] - 1) < 1e-12 and abs(lam_exp[0] - 1) < 1e-12
for l in range(1, L_MAX + 1):
    closed = (eval_legendre(l - 1, a) - eval_legendre(l + 1, a))
    closed /= (2*l + 1)*(1 - a)
    assert abs(lam_cap[l] - closed) < 1e-12
recur = [1.0, 1/np.tanh(kappa) - 1/kappa]
for l in range(1, L_MAX):
    recur.append(recur[l - 1] - (2*l + 1)*recur[l]/kappa)
# upward recurrence amplifies rounding by a few hundred at l = 12
assert np.abs(np.array(recur) - lam_exp).max() < 1e-11
t, w = gauss(-1, 1, 100)
for l in range(L_MAX + 1):
    rodrigues = kappa**l/(2**l*factorial(l))
    rodrigues *= 2*pi*np.sum(w*exp_kernel(t)*(1 - t**2)**l)
    assert abs(rodrigues - lam_exp[l]) < 1e-11 and rodrigues > 0

# Damping: bounds on P_l and on the eigenvalues, and decay at large l
inner = np.linspace(-0.999, 0.999, 2001)
for l in range(1, L_MAX + 1):
    assert np.abs(eval_legendre(l, inner)).max() < 1
for lam, kernel, low in ((lam_cap, cap_kernel, a), (lam_exp, exp_kernel, -1)):
    t, w = gauss(low, 1, 100)
    gap = 2*pi*np.sum(w*kernel(t)*(1 - t))
    assert abs(gap - mean_gap) < 1e-11
    for l in range(1, L_MAX + 1):
        assert abs(lam[l]) < 1
        assert lam[l] >= 1 - l*(l + 1)*gap/2 - 1e-11
lam_cap_400 = eigenvalue(cap_kernel, 400, a, 300)
assert abs(lam_cap_400) < 1e-3

# The theorem on a fixed grid that knows nothing of the axis n
grid, weight = sphere_grid(32, 64)
kernel_matrix = exp_kernel(grid @ grid.T)
for l, m in ((0, 0), (3, -3), (3, -1), (3, 0), (3, 2), (9, 4), (9, -9)):
    y = harmonic(l, m, grid)
    assert np.abs(kernel_matrix @ (weight*y) - lam_exp[l]*y).max() < 1e-10

# The theorem for the discontinuous cap kernel
for n in directions:
    for l, m in ((2, 1), (7, -5), (9, 4)):
        out = direct_smooth(lambda v: harmonic(l, m, v), n, cap_kernel, a)
        assert abs(out - lam_cap[l]*harmonic(l, m, n)) < 1e-11

# Unbounded but integrable kernel (2-2t)^(-1/2); t = 1 - 2 s^2 makes
# kernel * dt = 2 ds, so the singular point does no numerical harm
s, ws = gauss(0, 1, 40)
for n in directions:
    for l, m in ((0, 0), (1, 1), (4, -2), (9, 4)):
        vals = harmonic(l, m, circle_points(n, 1 - 2*s**2)).mean(axis=1)
        out = 2*pi*np.sum(2*ws*vals)
        assert abs(out - 4*pi/(2*l + 1)*harmonic(l, m, n)) < 1e-10

# Non-integrable kernel 1/(1-t): cut at 1-t = eps, the integral keeps growing
cut_values = [2*pi*quad(lambda u: 1/u, eps, 2, limit=300)[0]
              for eps in (1e-2, 1e-4, 1e-6)]
growth = np.diff(cut_values)
assert np.abs(growth - 2*pi*log(100)).max() < 1e-5

# A kernel that also depends on z' does not keep Y_21 an eigenfunction
y21 = harmonic(2, 1, grid)
mixed = kernel_matrix @ (weight*(1 + 0.5*grid[:, 2])*y21)
projection = np.sum(weight*np.conj(y21)*mixed)
residual = sqrt(np.sum(weight*np.abs(mixed - projection*y21)**2)
                / np.sum(weight*np.abs(mixed)**2))
assert residual > 0.05

# Coefficient rule on a field that contains all degrees
broad = np.exp(2*grid[:, 0] - grid[:, 1] + grid[:, 2])
smoothed_broad = kernel_matrix @ (weight*broad)
for l in range(7):
    for m in range(-l, l + 1):
        bra = weight*np.conj(harmonic(l, m, grid))
        before, after = np.sum(bra*broad), np.sum(bra*smoothed_broad)
        assert abs(after - lam_exp[l]*before) < 1e-9

# Worked example: a constant, a coarse pattern and a fine pattern
h_mean, c_coarse, c_fine = 10.0, 4.0, 3.0


def coarse(v):
    return c_coarse*sqrt(2)*harmonic(2, 1, v).real


def fine(v):
    return c_fine*sqrt(2)*harmonic(9, 4, v).real


def field(v):
    return h_mean + coarse(v) + fine(v)


degrees = np.arange(1, 90)
arc = np.stack([np.sin(np.radians(degrees)), 0*degrees,
                np.cos(np.radians(degrees))], axis=-1)
best = int(np.argmax(fine(arc)))
n0 = arc[best]
coarse0, fine0 = float(coarse(n0)), float(fine(n0))
cap_point = direct_smooth(field, n0, cap_kernel, a)
exp_point = direct_smooth(field, n0, exp_kernel, -1, 100)
cap_rule = h_mean + lam_cap[2]*coarse0 + lam_cap[9]*fine0
exp_rule = h_mean + lam_exp[2]*coarse0 + lam_exp[9]*fine0
assert abs(cap_point - cap_rule) < 1e-10
assert abs(exp_point - exp_rule) < 1e-10
assert fine0 > 0 and lam_cap[9] < 0 < lam_exp[9]


def mean_and_variance(values, weights):
    mean = np.sum(weights*values)/(4*pi)
    return mean, np.sum(weights*(values - mean)**2)/(4*pi)


small_grid, small_weight = sphere_grid(12, 24)
cap_values = np.array([direct_smooth(field, n, cap_kernel, a, 16)
                       for n in small_grid])
raw_mean, raw_var = mean_and_variance(field(grid), weight)
cap_mean, cap_var = mean_and_variance(cap_values, small_weight)
exp_mean, exp_var = mean_and_variance(kernel_matrix @ (weight*field(grid)),
                                      weight)


def variance_rule(lam2, lam9):
    return ((lam2*c_coarse)**2 + (lam9*c_fine)**2)/(4*pi)


assert abs(raw_var - variance_rule(1, 1)) < 1e-10
assert abs(cap_var - variance_rule(lam_cap[2], lam_cap[9])) < 1e-10
assert abs(exp_var - variance_rule(lam_exp[2], lam_exp[9])) < 1e-10
for value in (raw_mean, cap_mean, exp_mean):
    assert abs(value - h_mean) < 1e-10

print(f"cap radius alpha = {alpha_deg:.1f} degrees")
print(f"a = cos(alpha) = {a:.6f} (dimensionless)")
print(f"<1-t>, both kernels = {mean_gap:.6f} (dimensionless)")
print(f"matched kappa = {kappa:.5f} (dimensionless)")
print("eigenvalues (dimensionless):  l   cap   exponential")
for l in range(L_MAX + 1):
    print(f"  {l:2d}  {lam_cap[l]:+.6f}  {lam_exp[l]:+.6f}")
negative = [l for l in range(L_MAX + 1) if lam_cap[l] < 0]
print("degrees up to 12 with negative cap eigenvalue:", negative)
print(f"lower bound on lambda_2 = {1 - 3*mean_gap:.6f} (dimensionless)")
print(f"cap eigenvalue at l = 400: {lam_cap_400:.2e} (dimensionless)")
print(f"1/(1-t): growth per 100-fold smaller cut = {growth[0]:.4f}")
print(f"z'-dependent kernel: relative residual for Y_21 = {residual:.4f}")
print("field values below in the arbitrary unit of h")
print(f"mean, coarse and fine amplitudes = {h_mean}, {c_coarse}, {c_fine}")
print(f"crest of fine part: theta = {degrees[best]} degrees, phi = 0 degrees")
print(f"raw: coarse {coarse0:+.5f}, fine {fine0:+.5f}, "
      f"total {float(field(n0)):.5f}")
print(f"cap: coarse {lam_cap[2]*coarse0:+.5f}, "
      f"fine {lam_cap[9]*fine0:+.5f}, total {cap_rule:.5f}")
print(f"exponential: coarse {lam_exp[2]*coarse0:+.5f}, "
      f"fine {lam_exp[9]*fine0:+.5f}, total {exp_rule:.5f}")
print(f"direct integration at crest: cap {cap_point:.5f}, "
      f"exponential {exp_point:.5f}")
print("variances below in the square of that unit, by direct integration")
print(f"raw {raw_var:.6f}, cap {cap_var:.6f}, exponential {exp_var:.6f}")
print(f"variance from eigenvalues: cap "
      f"{variance_rule(lam_cap[2], lam_cap[9]):.6f}, exponential "
      f"{variance_rule(lam_exp[2], lam_exp[9]):.6f}")
print("no test failed")
```

Output:

```
cap radius alpha = 30.0 degrees
a = cos(alpha) = 0.866025 (dimensionless)
<1-t>, both kernels = 0.066987 (dimensionless)
matched kappa = 14.92820 (dimensionless)
eigenvalues (dimensionless):  l   cap   exponential
   0  +1.000000  +1.000000
   1  +0.933013  +0.933013
   2  +0.808013  +0.812500
   3  +0.641446  +0.660877
   4  +0.454507  +0.502608
   5  +0.269699  +0.357862
   6  +0.107314  +0.238913
   7  -0.017540  +0.149808
   8  -0.096859  +0.088385
   9  -0.130322  +0.049157
  10  -0.124501  +0.025821
  11  -0.090945  +0.012834
  12  -0.043576  +0.006047
degrees up to 12 with negative cap eigenvalue: [7, 8, 9, 10, 11, 12]
lower bound on lambda_2 = 0.799038 (dimensionless)
cap eigenvalue at l = 400: 5.25e-04 (dimensionless)
1/(1-t): growth per 100-fold smaller cut = 28.9351
z'-dependent kernel: relative residual for Y_21 = 0.3066
field values below in the arbitrary unit of h
mean, coarse and fine amplitudes = 10.0, 4.0, 3.0
crest of fine part: theta = 33 degrees, phi = 0 degrees
raw: coarse -1.99619, fine +2.14552, total 10.14934
cap: coarse -1.61294, fine -0.27961, total 8.10745
exponential: coarse -1.62190, fine +0.10547, total 8.48357
direct integration at crest: cap 8.10745, exponential 8.48357
variances below in the square of that unit, by direct integration
raw 1.989437, cap 0.843442, exponential 0.842268
variance from eigenvalues: cap 0.843442, exponential 0.842268
no test failed
```
